# Thermal length of a crystalline sheet: MoS2 compared with graphene

## 1. Scaling fixes the form of the answer

A free-standing crystalline sheet has bending rigidity $\kappa$ (an energy), two-dimensional Young modulus $Y$ (an energy per area) and temperature $T$. Bending costs an energy quadratic in the height $f$. Stretching caused by bending costs an energy quartic in $f$ and proportional to $Y$. Let $f=\sqrt{k_BT/\kappa}\,\phi$. Divided by $k_BT$, the bending energy of $\phi$ has no parameter left, and the quartic energy has the coefficient

$$\frac{Y}{k_BT}\left(\frac{k_BT}{\kappa}\right)^2=\frac{k_BT\,Y}{\kappa^2}\equiv g .$$

In classical statistics $g$, an inverse area, is therefore the one parameter of an infinite, tension-free sheet. Define the effective rigidity at wavenumber $q$ by $\langle|f_q|^2\rangle=k_BT/(A\kappa_Rq^4)$, where $A$ is the area and $f_q$ a Fourier coefficient. Then

$$\frac{\kappa_R(q)}{\kappa}=\Phi\!\left(\frac{g}{q^2}\right),\qquad \Phi(0)=1 .$$

At large $q$ the sheet is harmonic. The first correction is $Cg/q^2$, and it equals one at $q_{th}=\sqrt{Cg}$. The thermal length is taken here as the wavelength $\ell_{th}=2\pi/q_{th}$; the conventions $\pi/q_{th}$ and $1/q_{th}$ give smaller numbers. It remains to find $C$.

## 2. The energy after the in-plane displacements relax

For small slopes and linear elasticity,

$$E=\int d^2x\left[\frac{\kappa}{2}(\nabla^2f)^2+\mu e_{ij}^2+\frac{\lambda}{2}e_{kk}^2\right],\quad e_{ij}=\frac12(\partial_iu_j+\partial_ju_i+\partial_if\partial_jf).$$

Take one nonzero wavevector $\mathbf k$, with directions $L$ along it and $T$ across it. The displacement $\mathbf u$ can give $e_{LL}$ and $e_{LT}$ any value, but it does not enter $e_{TT}$, which stays equal to $S=\frac12(\partial_Tf)^2$ at that wavevector. The minimum has $e_{LT}=0$, and setting the derivative with respect to $e_{LL}$ to zero gives $e_{LL}=-\lambda S/(2\mu+\lambda)$. Substitution leaves the energy density

$$\left[\mu+\frac{\lambda}{2}-\frac{\lambda^2}{2(2\mu+\lambda)}\right]S^2=\frac{Y}{2}S^2,\qquad Y=\frac{4\mu(\mu+\lambda)}{2\mu+\lambda}.$$

The frame is free to contract, so the uniform strain relaxes and $\mathbf k=0$ drops out.

## 3. How thermal ripples stiffen a bend

Put a bend $a\cos(\mathbf q\cdot\mathbf x)$ on the sheet together with one thermal mode $c\cos(\mathbf p\cdot\mathbf x+\varphi)$. The square of either wave alone has its wavevector parallel to its gradient, hence no transverse part. The cross term is

$$S=ac\,q_Tp_T\sin(\mathbf q\cdot\mathbf x)\sin(\mathbf p\cdot\mathbf x+\varphi),$$

which splits into waves at $\mathbf k_\mp=\mathbf q\mp\mathbf p$. Across $\mathbf k_\mp$ one has $p_T=\pm q_T$, so each wave has amplitude $\frac12ac\,q^2\sin^2\theta_\mp$, where $\theta_\mp$ is the angle between $\mathbf q$ and $\mathbf k_\mp$. A squared wave averages to one half, and the stretching energy is

$$\frac{YA}{16}a^2c^2q^4\left(\sin^4\theta_-+\sin^4\theta_+\right).$$

The harmonic energy of the thermal mode is $\frac12\kappa p^4(A/2)c^2$, so equipartition gives $\langle c^2\rangle=2k_BT/(A\kappa p^4)$. Each pair $\pm\mathbf p$ carries two independent modes, a cosine and a sine. To first order in $Y$, the added mean energy of the bend is therefore

$$a^2q^4\sum_{\text{pairs}}\frac{k_BTY}{4\kappa p^4}\left(\sin^4\theta_-+\sin^4\theta_+\right).$$

It must equal $\frac12\,\delta\kappa\,q^4(A/2)a^2$. The two angles of each pair turn the sum into one over all $\mathbf p$:

$$\delta\kappa=\frac{k_BTY}{\kappa A}\sum_{\mathbf p}\frac{\sin^4\theta}{p^4}\;\longrightarrow\;\frac{k_BTY}{\kappa}\int\frac{d^2k}{(2\pi)^2}\frac{\sin^4\theta}{|\mathbf q-\mathbf k|^4}.$$

The correction is positive: a bend crossing existing ripples must stretch the sheet.

This coefficient was tested on a periodic square of side $2\pi$ with $\lambda=1.3$, $\mu=0.9$, $k_BT=\kappa=1$, $\mathbf q=(2,1)$ and thermal modes with components up to 3. Direct minimisation over $\mathbf u$ and the sum above both give $\delta\kappa=0.02316017$.

## 4. The integral

Let $s=k/q$ and $l^2=p^2/q^2=1+s^2-2s\cos\theta$. A constant $t\ge0$ is added to $l^2$, because the case with tension will need it. Define $0<\rho<1$ by $\rho+1/\rho=(1+s^2+t)/s$. Then

$$\frac1{l^2+t}=\frac{\rho}{s}\,\frac{1}{1+\rho^2-2\rho\cos\theta}=\frac{\rho}{s(1-\rho^2)}\sum_{n=-\infty}^{\infty}\rho^{|n|}e^{in\theta}.$$

With $\sin^4\theta=\frac38-\frac12\cos2\theta+\frac18\cos4\theta$, the angular integral is

$$\int_0^{2\pi}\!\frac{\sin^4\theta\,d\theta}{l^2+t}=\frac{2\pi\rho}{s(1-\rho^2)}\,\frac{3-4\rho^2+\rho^4}{8}=\frac{\pi}{4s}(3\rho-\rho^3),$$

since the numerator factors as $(1-\rho^2)(3-\rho^2)$. Differentiating the definition of $\rho$ gives $\partial\rho/\partial t=-\rho^2/[s(1-\rho^2)]$. Minus the $t$-derivative of the integral is then

$$\int_0^{2\pi}\!\frac{\sin^4\theta\,d\theta}{(l^2+t)^2}=\frac{3\pi}{4}\frac{\rho^2}{s^2}.$$

Without tension $t=0$, and $\rho$ is the smaller of $s$ and $1/s$. The angular integral is $3\pi/4$ for $s<1$ and $3\pi/(4s^4)$ for $s>1$. The radial integral gives

$$\frac{3\pi}{4}\left[\int_0^1s\,ds+\int_1^\infty\frac{ds}{s^3}\right]=\frac{3\pi}{4}\left(\frac12+\frac12\right).$$

Strain waves longer and shorter than the bend contribute equally. Transfers above a cutoff $\Lambda>q$ supply the fraction $q^2/(2\Lambda^2)$, so the result belongs to the scale $q$ and depends little on atomic detail when $q\ll\Lambda$. Division by $4\pi^2q^2$ gives $3/(16\pi q^2)$, and

$$\boxed{\;\frac{\kappa_R}{\kappa}\simeq1+\frac{q_{th}^2}{q^2},\quad q_{th}^2=\frac{3k_BTY}{16\pi\kappa^2},\quad \ell_{th}=\sqrt{\frac{64\pi^3\kappa^2}{3k_BTY}}\;}$$

Hence $C=3/(16\pi)$.

## 5. MoS2 and graphene at 300 K

For monolayer MoS2 take $\kappa=9.6$ eV and $Y=120$ N/m, which is 749 eV/nm². With $k_BT=0.02585$ eV,

$$q_{th}^2=\frac{3(0.02585)(749)}{16\pi(9.6)^2}\ \text{nm}^{-2}=0.0125\ \text{nm}^{-2},\qquad q_{th}=0.112\ \text{nm}^{-1},$$

and $\ell_{th}=2\pi/0.112\ \text{nm}^{-1}\approx56$ nm. At fixed $\kappa$ and $Y$ the length falls as $T^{-1/2}$, to about 49 nm at 400 K.

For graphene, rough values are $\kappa=1.2$ eV and $Y=340$ N/m, which give $\ell_{th}\approx4.2$ nm. At equal temperature the ratio is

$$\frac{\ell_{\rm MoS_2}}{\ell_{\rm gr}}=\frac{\kappa_{\rm MoS_2}}{\kappa_{\rm gr}}\sqrt{\frac{Y_{\rm gr}}{Y_{\rm MoS_2}}}=\frac{9.6}{1.2}\sqrt{\frac{340}{120}}\approx13.5 .$$

The thermal length of MoS2 thus exceeds that of graphene by about one order of magnitude. With the other inputs held fixed, a ratio of ten would need a graphene rigidity of 1.62 eV. The rigidity ratio supplies a factor 8 and the moduli a factor 1.7. By the scaling of Section 1, any common criterion $\kappa_R/\kappa=\text{const}$ gives the same ratio in the classical, tension-free model, even where one loop is inaccurate.

## 6. Beyond the first correction

The first correction is accurate for $q\gg q_{th}$, but the series does not continue in plain powers of $g/q^2$. The lowest-order changes of $Y$ and $\kappa$ grow at long wavelengths, and put back into the loop they give a term of the form $(q_{th}/q)^4\ln(q/q_{th})$. At $q_{th}$ the correction is as large as the leading term, so $\ell_{th}$ marks a crossover and its numerical factor is uncertain.

Part of the next order comes from screening of $Y$. Write the stretching weight at wavevector $\mathbf k$ as a Gaussian integral over an auxiliary stress coupled linearly to $S$. Averaging over harmonic $f$ adds the variance of $S$ to the inverse modulus: $1/Y_R=1/Y+\langle SS\rangle/k_BT$, with $\langle SS\rangle$ normalised per unit area. Since $S$ is half a product of two slopes and there are two equal pairings, $\langle SS\rangle$ has the prefactor $\frac14\cdot2=\frac12$:

$$\frac{\langle SS\rangle}{k_BT}=\frac{k_BT}{2\kappa^2}\int\frac{d^2p}{(2\pi)^2}\frac{\sin^4\theta_p}{|\mathbf k-\mathbf p|^4}=\frac{3k_BT}{32\pi\kappa^2k^2},$$

where $\theta_p$ is the angle between $\mathbf p$ and $\mathbf k$. Thus $Y/Y_R=1+\frac12(q_{th}/k)^2$ at lowest order: the sheet becomes softer against stretching while it becomes stiffer against bending.

The self-consistent screening approximation replaces $\kappa$ by $\kappa_R$ inside both integrals, and $Y$ by $Y_R(k)$ inside the integral for the rigidity. It leaves out vertex corrections, so it is an approximation too. Its numerical solution has $\kappa_R\propto q^{-\eta}$ at small $q$ with $\eta=0.821$, in agreement with the known value $4/(1+\sqrt{15})$ for this approximation. At $q_{th}$ it gives $\kappa_R/\kappa=1.53$ where one loop gives 2. The rigidity doubles at $0.617\,q_{th}$, a wavelength of about 91 nm for MoS2 and 6.8 nm for graphene. The value 56 nm is therefore the one-loop definition, and the wavelength at which the rigidity has doubled is longer by a factor of about 1.6 in this approximation.

## 7. A second case: a sheet under tension

An imposed isotropic tension $\sigma$ adds $\frac{\sigma}{2}\int|\nabla f|^2$, because ripples shorten the projected sheet against the load. The thermal modes then have $\kappa p^4+\sigma p^2$ in place of $\kappa p^4$. With $t=\sigma/(\kappa q^2)$,

$$\frac{\delta\kappa}{\kappa}=\frac{q_{th}^2}{q^2}R(t),\qquad R(t)=\frac{4}{3\pi}\int_0^\infty\! s\,ds\int_0^{2\pi}\!d\theta\,\frac{\sin^4\theta}{l^2(l^2+t)} .$$

The identity $\dfrac{1}{l^2(l^2+t)}=\dfrac1t\displaystyle\int_0^t\frac{dt'}{(l^2+t')^2}$ and Section 4 give

$$R(t)=\frac1t\int_0^tG(t')\,dt',\qquad G(t)=\int_0^\infty\rho^2\frac{ds}{s}.$$

To find $G$, set $s=be^v$ with $b^2=1+t$, and $\rho=e^{-w}$. The definition of $\rho$ becomes $\cosh w=b\cosh v$. The integrand $e^{-2w}=2\cosh^2w-1-2\cosh w\sinh w$ is even in $v$, so integrate from 0 to a large $V$ and double. The first two terms give

$$\int_0^V(2b^2\cosh^2v-1)\,dv=\frac{b^2}{2}\sinh2V+tV .$$

For the last term let $y=b\sinh v$, so that $\sinh w=\sqrt{y^2+t}$ and $\cosh w\,dv=dy$. With $y_V=b\sinh V$,

$$2\int_0^{y_V}\!\sqrt{y^2+t}\,dy\to y_V^2+\frac t2+t\ln\frac{2y_V}{\sqrt t},\qquad y_V^2=\frac{b^2}{2}(\cosh2V-1),\quad 2y_V\to be^V .$$

In the difference the growing terms cancel, leaving $\frac{b^2}{2}-\frac t2-t\ln\frac{b}{\sqrt t}$. Doubling gives

$$G(t)=1-t\ln\!\left(1+\frac1t\right).$$

Integration by parts, with $\frac{d}{dt}\ln(1+1/t)=-1/[t(1+t)]$, yields

$$R(t)=\frac12\left[1-t\ln\!\left(1+\frac1t\right)+\frac{\ln(1+t)}{t}\right].$$

For $t\to0$, $R\to1$ and the tension-free result returns. For $t\gg1$, $R\simeq(\ln t+\frac12)/(2t)$, so

$$\frac{\delta\kappa}{\kappa}\simeq\frac{\kappa q_{th}^2}{\sigma}\left[\frac12\ln\frac{\sigma}{\kappa q^2}+\frac14\right].$$

At this order tension replaces the $q^{-2}$ growth by a logarithm. At $t=1$ the two logarithms cancel and $R=\frac12$, which agrees with the value 0.500 from direct integration.

For MoS2, $t=1$ at $q_{th}$ means $\sigma=\kappa q_{th}^2=19$ mN/m, and $\sigma/Y$ is only 0.016 %. This tension halves the loop at $q_{th}$. The condition $\delta\kappa=\kappa$ becomes $R(t)=1/t$ with $t=q_{th}^2/q^2$, solved by $t\approx3.8$: the wavelength moves from 56 nm to about 110 nm. There the tension term is already 3.8 times the bare bending term, so bending no longer dominates the height fluctuations.

## 8. The estimate beside a real sheet

The parameters describe monolayer MoS2 and graphene to the accuracy of rough typical values, and $\ell_{th}$ inherits the full relative uncertainty of $\kappa$ and half that of $Y$. For MoS2, $\kappa$ between 6.6 and 13.2 eV gives 39 to 77 nm at $Y=120$ N/m, and $Y=180$ N/m gives 46 nm at $\kappa=9.6$ eV. A real suspended sheet is clamped and may carry built-in tension, which breaks the free-frame assumption. Even a frame fixed at the unrippled size creates tension, because it stops the ripples from shortening the sheet. For MoS2 the harmonic estimate $\sigma=Y\langle|\nabla f|^2\rangle/[4(1-\nu)]$, with this tension included in the slopes, a Poisson ratio $\nu$ of 0.2 to 0.3 and no in-plane thermal expansion, gives roughly 47 to 66 mN/m for classical slopes cut off at a shortest wavelength between 1.9 and 0.84 nm. The strain behind this range is only 3 to $4\times10^{-4}$. With an expansion coefficient of order $5\times10^{-6}$/K, a mismatch of 100 K between sheet and frame gives a comparable strain of either sign, so the range does not predict the tension of a real clamped sheet. The tension-free result needs a frame that lets the sheet take its own size. Five times the scale above, about 0.1 N/m, gives $R(5)=0.22$ and cuts the loop at $q_{th}$ to 22 % of its tension-free value. The 56 nm estimate therefore applies to a sheet much larger than 56 nm, off any substrate, with tension well below 19 mN/m. Even a tenth of that tension cuts the loop at $q_{th}$ by 14 %. Static ripples and adhesion are not sized here.

Four further neglected effects are estimated to be small for MoS2:

- **Flexural quanta.** The harmonic frequency is $\sqrt{\kappa/\rho_m}\,q^2$, with $\rho_m$ the areal density. At $q_{th}$ the quantum is $2\times10^{-4}\,k_BT$. Extrapolated, this law reaches $k_BT$ at a wavelength of 0.84 nm, the nominal flexural cutoff. With the thickness $h$ given below, $qh\approx2.3$ there, so the thin-sheet law no longer holds. At $qh=1$, a wavelength of 1.9 nm, the quantum is about $0.19\,k_BT$, and transfers beyond that point supply only 0.06 % of the classical loop.
- **In-plane quanta.** With the sound speed estimated as $\sqrt{Y/\rho_m}$, the quantum at $q_{th}$ is $0.018\,k_BT$.
- **Thickness.** For a rough distance $h=0.31$ nm between the sulfur planes, $(q_{th}h)^2\approx1\times10^{-3}$.
- **Slopes.** Harmonic modes between $q_{th}$ and the flexural cutoff $\Lambda$ give $\langle|\nabla f|^2\rangle=\frac{k_BT}{2\pi\kappa}\ln(\Lambda/q_{th})\approx2\times10^{-3}$, which supports the small-slope energy.

Graphene is less classical at its own, much shorter thermal length. Its in-plane quantum there is $0.81\,k_BT$, and an oscillator of that frequency has a mean-square displacement 5 % above the classical value. This shows that the in-plane modes are not fully classical there, but it does not size the change in $\ell_{th}$: the static response of a harmonic oscillator to a slow force, which is what relaxes the strain, has no such excess. The ratio 13.5 is accordingly a classical result, and with rough values of the rigidities it supports no more than "of order ten". The remaining values are in the numerical output.

## Numbers as computed

```
Small sheet: loop term from energy      0.02316017 (kB T=kappa=1)
Small sheet: loop term from formula     0.02316017 (kB T=kappa=1)
Loop integral times q^2, quadrature     0.059683
Loop integral times q^2, 3/(16 pi)      0.059683
Temperature                             300 K
Thermal energy kB T                     25.85 meV
MoS2 kappa                              9.6 eV
MoS2 Y                                  120 N/m
Graphene kappa (rough)                  1.2 eV
Graphene Y (rough)                      340 N/m
MoS2 q_th                               0.1120 1/nm
MoS2 thermal length                     56.1 nm
Graphene q_th                           1.508 1/nm
Graphene thermal length                 4.17 nm
Length ratio MoS2/graphene              13.5
Graphene kappa that gives ratio ten     1.62 eV
MoS2 thermal length at 400 K            48.6 nm
Screening theory: exponent eta, numeric 0.821
Screening theory: 4/(1+sqrt 15)         0.821
Screening theory: kappa_R/kappa at q_th 1.526
Screening theory: q/q_th at 2 kappa     0.617
MoS2 length at 2 kappa, screening       91.0 nm
Graphene length at 2 kappa, screening   6.76 nm
MoS2 tension scale kappa q_th^2         19.29 mN/m
MoS2 strain scale (tension/Y)           0.0161 %
Loop/kappa at q_th under that tension   0.500
MoS2: areal density               3.074 mg/m^2
MoS2: flexural quantum/kB T at q_th   2.26e-04
MoS2: in-plane quantum/kB T at q_th   0.018
MoS2: in-plane <u^2> quantum excess   0.0026 %
MoS2: flexural cutoff wavelength      0.84 nm
MoS2: loop share beyond cutoff        0.0113 %
Graphene: areal density               0.761 mg/m^2
Graphene: flexural quantum/kB T at q_th   2.91e-02
Graphene: in-plane quantum/kB T at q_th   0.811
Graphene: in-plane <u^2> quantum excess   5.4277 %
Graphene: flexural cutoff wavelength      0.71 nm
Graphene: loop share beyond cutoff        1.4548 %
MoS2 thickness h (S-S planes, rough)    0.31 nm
MoS2 thickness effect (q_th h)^2        1.21e-03
MoS2 mean-square slope, q_th to cutoff  1.80e-03
```
